# From the Kubo Bubble to Boltzmann Conductivity in Weak Disorder

## 1. What dimensions and symmetry fix

Consider electrons of charge $-e$ in a single band $\varepsilon_{\mathbf k}$, scattered elastically by static disorder at zero temperature. Current and field both reverse when $x\to-x$, so $\sigma_{xx}$ must contain the velocity $v_x$ an even number of times. One factor comes from the coupling to the field and one from the measured current. Low-frequency absorption moves electrons across the Fermi energy $\mu$, so the relevant band quantity is

$$
\Phi(E)=\int_{\rm BZ}\frac{d^3k}{(2\pi)^3}\,v_x^2(\mathbf k)\,\delta(E-\varepsilon_{\mathbf k}),\qquad v_x=\frac1\hbar\frac{\partial\varepsilon_{\mathbf k}}{\partial k_x}.
$$

The product $e^2\Phi$ has the unit S/(m s). A conductivity therefore needs one further factor of time:

$$
\sigma_{xx}=\text{number}\times e^2\,\Phi(\mu)\times\text{time}.
$$

The disorder has zero mean and variance $u^2$, so the leading term of the scattering rate, in powers of the disorder strength, is proportional to $u^2$. If $N$ is the density of states per site and spin, $u^2N/\hbar$ is such a rate. Hence $\sigma\propto1/u^2$ for weak disorder.

This argument leaves open the number and the kind of time: the lifetime of a momentum state, or the time for which its current persists. The result derived below is

$$
\sigma_{\rm B}=2e^2\tau\,\Phi(\mu),\qquad \tau=\frac{\hbar}{2\Gamma}, \tag{1}
$$

where the 2 counts spin and $-\Gamma$ is the imaginary part of the retarded self-energy. It is the leading term of the Kubo bubble as $\Gamma\to0$. The two expressions differ at finite $\Gamma$.

## 2. The conductivity as a trace

Apply $E(t)=E_0\cos\omega t$ along $x$. With $E=-\partial A/\partial t$, the vector potential is $A=-(E_0/\omega)\sin\omega t$. To first order the perturbation is $eAv_x$, whose parts at frequencies $\pm\omega$ have matrix elements of modulus $eE_0|v_{mn}|/(2\omega)$. The golden rule gives the net absorbed power per volume, upward minus downward transitions:

$$
P=\frac2V\sum_{mn}\hbar\omega\,\frac{2\pi}{\hbar}\frac{e^2E_0^2}{4\omega^2}|v_{mn}|^2(f_n-f_m)\,\delta(E_m-E_n-\hbar\omega).
$$

Here $m,n$ label eigenstates of the disordered Hamiltonian $H$, and $f$ is the occupation. Since $P=\tfrac12\,{\rm Re}\,\sigma\,E_0^2$,

$$
{\rm Re}\,\sigma(\omega)=\frac{2\pi e^2}{V\omega}\int dE\,[f(E)-f(E+\hbar\omega)]\,
{\rm Tr}\,[v_x\delta(E+\hbar\omega-H)v_x\delta(E-H)].
$$

At zero temperature the bracket equals one in a window of width $\hbar\omega$ below $\mu$. Let the volume go to infinity first, so that the spectrum is continuous, and then let $\omega\to0$. The window cancels $1/\omega$ and leaves a factor $\hbar$:

$$
\sigma=\frac{2\pi\hbar e^2}{V}\,{\rm Tr}\,[v_x\delta(\mu-H)v_x\delta(\mu-H)].
$$

Define $G^{R}=(\mu+i0-H)^{-1}$, $G^A=(G^R)^\dagger$ and ${\rm Im}\,G=(G^R-G^A)/2i$. Then $\delta(\mu-H)=-{\rm Im}\,G/\pi$. The two minus signs cancel, and

$$
\sigma=\frac{2e^2\hbar}{\pi V}\,\overline{{\rm Tr}\,[v_x\,{\rm Im}G\;v_x\,{\rm Im}G]}, \tag{2}
$$

where the bar is the disorder average.

## 3. Self-energy and lifetime

Let the site energies $V_i$ satisfy $\overline{V_i}=0$ and $\overline{V_iV_j}=u^2\delta_{ij}$. They commute with position, so disorder does not change the velocity operator $v_x=(i/\hbar)[H,x]$.

Iterating $G=G_0+G_0VG$ and averaging gives the second-order self-energy

$$
\Sigma_{ij}=\overline{V_i(G_0)_{ij}V_j}=u^2\delta_{ij}(G_0)_{ii}.
$$

It is diagonal in the site index and equal on all sites, hence independent of $\mathbf k$. Because ${\rm Im}(G_0^R)_{ii}=-\pi N(\mu)$,

$$
\Gamma=-{\rm Im}\,\Sigma^R=\pi u^2N(\mu). \tag{3}
$$

The real part of $\Sigma$ shifts the energy at which the band is evaluated. It is absorbed in $\mu$ from here on. The averaged Green function is

$$
\mathcal G^R(\mathbf k)=\frac1{\mu-\varepsilon_{\mathbf k}+i\Gamma}.
$$

The amplitude of a momentum state decays as $e^{-\Gamma t/\hbar}$ and its probability as $e^{-2\Gamma t/\hbar}$, so $1/\tau=2\Gamma/\hbar$. The golden rule agrees. For $M$ sites, $\overline{|V_{\mathbf k'\mathbf k}|^2}=u^2/M$, and summing over final states gives $(2\pi/\hbar)u^2N=2\Gamma/\hbar$.

## 4. Why the ladder vertex vanishes

Equation (2) contains the average of a product. Replacing it by the product of averages gives the bubble. The ladder diagrams add events in which both Green functions scatter from the same site. Write the zone average as

$$
\langle X\rangle=\Omega\int_{\rm BZ}\frac{d^3k}{(2\pi)^3}X(\mathbf k),
$$

with $\Omega$ the volume per site. For $a,b\in\{R,A\}$, the first ladder rung adds to $v_x$ the constant

$$
C_1=u^2\langle v_x\,\mathcal G^a\mathcal G^b\rangle .
$$

Since $\Sigma$ is independent of $\mathbf k$, the product $\mathcal G^a\mathcal G^b$ depends on $\mathbf k$ through $\varepsilon_{\mathbf k}$ alone. Call it $F(\varepsilon_{\mathbf k})$ and let $Q'(\varepsilon)=F(\varepsilon)$. For $\Gamma>0$, $F$ has no pole at real energy, so $Q$ is smooth. Then

$$
v_xF(\varepsilon_{\mathbf k})=\frac1\hbar\frac{\partial\varepsilon_{\mathbf k}}{\partial k_x}Q'(\varepsilon_{\mathbf k})
=\frac1\hbar\frac{\partial}{\partial k_x}Q(\varepsilon_{\mathbf k}). \tag{4}
$$

The zone integral of a derivative of a periodic function is zero, so $C_1=0$. Each later rung is $u^2\langle\mathcal G^a\mathcal G^b\rangle$ times the preceding one, so every ladder rung vanishes. For $ab=RA$ and a self-consistent $\Gamma$ this ratio equals one, so the result relies on $C_1$ being exactly zero. That requires the full zone integral; on a finite lattice with twisted boundaries $C_1$ is in general not zero.

The argument does not use $\varepsilon_{-\mathbf k}=\varepsilon_{\mathbf k}$. Physically, a scatterer confined to one site sends the electron to all states of the energy shell with equal weight, and the mean velocity of a full shell is zero. The test used a band with $\varepsilon_{-\mathbf k}\neq\varepsilon_{\mathbf k}$, built from complex hoppings that break time reversal (a spin-degenerate single band with time reversal is even in $\mathbf k$ even in a crystal without inversion): its normalized vertex vanished to about $2\times10^{-7}$, while its normalized third velocity moment was $-0.103$.

What remains is the bubble,

$$
\sigma_{\rm bub}=\frac{2e^2\hbar}{\pi}\int_{\rm BZ}\frac{d^3k}{(2\pi)^3}v_x^2\,[{\rm Im}\,\mathcal G^R(\mathbf k)]^2. \tag{5}
$$

## 5. The weak-disorder limit and its first correction

Insert ${\rm Im}\,\mathcal G^R=-\Gamma/[(\mu-\varepsilon_{\mathbf k})^2+\Gamma^2]$ and collect states of equal energy with $\Phi$:

$$
\sigma_{\rm bub}=\frac{2e^2\hbar}{\pi}\int dE\,\Phi(E)\frac{\Gamma^2}{[(E-\mu)^2+\Gamma^2]^2}.
$$

With $x=E-\mu=\Gamma\tan\theta$ and $dx=\Gamma\sec^2\theta\,d\theta$, the weight has the area

$$
\int_{-\infty}^{\infty}\frac{\Gamma^2dx}{(x^2+\Gamma^2)^2}
=\frac1\Gamma\int_{-\pi/2}^{\pi/2}\cos^2\theta\,d\theta=\frac{\pi}{2\Gamma}.
$$

As $\Gamma\to0$ the weight concentrates at $\mu$. Therefore

$$
\sigma_{\rm bub}\to\frac{2e^2\hbar}{\pi}\,\frac{\pi}{2\Gamma}\,\Phi(\mu)=\frac{e^2\hbar}{\Gamma}\Phi(\mu)=2e^2\tau\Phi(\mu),
$$

which is Eq. (1). The square of a spectral peak of width $\Gamma$ has an area proportional to $1/\Gamma$, and this is how the lifetime enters.

For the correction, define the normalized kernel

$$
K(x)=\frac{2\Gamma^3}{\pi}\frac1{(x^2+\Gamma^2)^2},\qquad
\frac{\sigma_{\rm bub}}{\sigma_{\rm B}}=\int dx\,K(x)\frac{\Phi(\mu+x)}{\Phi(\mu)} .
$$

The kernel is even, so its first moment vanishes. The same substitution gives the second moment:

$$
\int x^2K\,dx=\frac{2\Gamma^3}{\pi}\,\frac1\Gamma\int_{-\pi/2}^{\pi/2}\sin^2\theta\,d\theta=\Gamma^2 .
$$

Expand $\Phi$ inside a fixed interval $|x|<\Delta$ where it is smooth. The tails beyond it contribute order $\Gamma^3$, because $K<2\Gamma^3/(\pi x^4)$ there. The fourth-order Taylor term inside is also of order $\Gamma^3$, because $x^4K<2\Gamma^3/\pi$. Thus

$$
\frac{\sigma_{\rm bub}}{\sigma_{\rm B}}=1+\frac{\Gamma^2}{2}\frac{\Phi''(\mu)}{\Phi(\mu)}+O(\Gamma^3). \tag{6}
$$

This holds at fixed $\Gamma$ and fixed renormalized $\mu$. It fails when a band edge or van Hove energy lies within a few $\Gamma$ of $\mu$, since $\Phi$ is then not smooth over the width of the kernel.

### Both parts of the bubble matter at first order

From the definition of ${\rm Im}\,\mathcal G$,

$$
({\rm Im}\,\mathcal G^R)^2=-\tfrac14(\mathcal G^R-\mathcal G^A)^2
=\tfrac12\left[\mathcal G^R\mathcal G^A-{\rm Re}\,(\mathcal G^R)^2\right].
$$

The first part alone is $(\pi/2\Gamma)$ times a unit-area Lorentzian, so it has the same leading term. The Lorentzian's tails fall as $\Gamma/(\pi x^2)$, however, and they produce a relative error linear in $\Gamma$. The complete kernel has no linear term, so the second part must cancel it.

For the cubic band of Section 7, at $\Gamma=0.1$ hopping, the retarded–advanced part alone lies 3.0% below Boltzmann. The complete bubble lies 0.074% below.

## 6. The same answer from the Boltzmann equation

In a field $E$ along $x$, $\hbar\dot k_x=-eE$. Write the stationary distribution per spin as $f_0+g$, with $f_0$ the equilibrium step and $g$ linear in $E$. Since $\partial f_0/\partial k_x=-\hbar v_x\delta(\varepsilon_{\mathbf k}-\mu)$, the drift term is $+eEv_x\delta(\varepsilon_{\mathbf k}-\mu)$, and

$$
eEv_x\,\delta(\varepsilon_{\mathbf k}-\mu)
=-\frac{g(\mathbf k)}{\tau}+\frac{2\pi u^2}{\hbar}\big\langle g(\mathbf k')\,\delta(\varepsilon_{\mathbf k'}-\varepsilon_{\mathbf k})\big\rangle_{\mathbf k'} .
$$

The last term describes scattering into $\mathbf k$. Try $g=-eE\tau v_x\delta(\varepsilon_{\mathbf k}-\mu)$. The scattering-in term is then proportional to the mean velocity on the energy shell, which vanishes by the argument of Eq. (4). The trial function is therefore a solution. The current density is

$$
j=-2e\int_{\rm BZ}\frac{d^3k}{(2\pi)^3}v_xg=2e^2\tau\,\Phi(\mu)\,E,
$$

in agreement with Eq. (1). The ladder vertex in the Kubo calculation and the scattering-in term here describe the same process.

At finite temperature, with elastic disorder as the sole scattering mechanism, the window in Section 2 becomes $f(E)-f(E+\hbar\omega)\to\hbar\omega(-f'(E))$. Each energy then conducts independently:

$$
\sigma_{\rm B}(T)=2e^2\int dE\,[-f'(E)]\,\tau(E)\,\Phi(E).
$$

## 7. A cubic model metal

Take the simple-cubic band $\varepsilon_{\mathbf k}=-2t(\cos k_xa+\cos k_ya+\cos k_za)$ with $t=1$ eV, $a=0.3$ nm and $\mu=1$ eV. The site energies are uniform over a width $W=1.5$ eV. These are round model parameters and represent no particular material.

In units $t=a=\hbar=1$, $v_x=2\sin k_x$. The curvature of $\Phi$ follows from $v_x\delta(E-\varepsilon)=-\partial_{k_x}\theta(E-\varepsilon)$ and an integration by parts:

$$
\Phi(E)=\langle2\cos k_x\,\theta(E-\varepsilon)\rangle,\qquad
\Phi'(E)=\langle2\cos k_x\,\delta(E-\varepsilon)\rangle=-\frac{E}{3}N(E). \tag{7}
$$

The last equality uses cubic symmetry and $2\sum_i\cos k_i=-\varepsilon$. Hence $\Phi''=-(N+EN')/3$. With $N=0.1432$, the first term is $-0.0477$. The computed $\Phi''=-0.0480$ shows that the slope of $N$ matters little here. Since $\Phi$ is concave at $\mu$, the second-order broadening correction lowers the conductivity. With $\Phi=0.3103$, its coefficient is

$$
\frac{\Phi''}{2\Phi}=\frac{-0.0480}{2(0.3103)}\approx-0.077 .
$$

Direct zone sums of Eq. (5), extrapolated to remove the cubic term, gave $-0.0774$.

**Lifetime.** The variance of a uniform distribution is $W^2/12=0.1875\ {\rm eV}^2$, so

$$
\Gamma=\pi(0.1875)(0.1432)\ {\rm eV}\approx84.3\ {\rm meV},\qquad
\tau=\frac{\hbar}{2\Gamma}\approx3.90\ {\rm fs}.
$$

**Conductivity.** Restoring units, $\Phi$ carries the factor $t/(\hbar^2a)$. Therefore

$$
\sigma_{\rm B}=\frac{e^2}{\hbar a}\,\frac{t}{\Gamma}\,(0.3103)\approx2.99\times10^6\ {\rm S/m},
$$

or a resistivity of 33.5 µΩ cm. The bubble is lower by a relative $5.3\times10^{-4}$; the second-order term of Eq. (6) predicts $5.5\times10^{-4}$.

This close agreement concerns two formulas evaluated with the same $\Gamma$. It does not measure the accuracy of the disorder model. Using the dressed Green function inside the self-energy changes $\Gamma$ to 82.6 meV, about 2% lower. This keeps only part of the terms of order $u^4$; the single-site coherent-potential approximation gives 83.1 meV, 1.4% lower. Either shift is much larger than the difference between bubble and Boltzmann.

**Mean free path.** By cubic symmetry the mean of $v_x^2$ on the Fermi surface is one third of the mean of $v^2$. In model units,

$$
v_{\rm rms}=\sqrt{3\Phi/N}=\sqrt{3(0.3103)/0.1432}\approx2.55,
$$

or $1.16\times10^6$ m/s. The mean free path is $\ell=v_{\rm rms}\tau\approx4.5$ nm, about 15 lattice constants. In the product

$$
\rho\ell=\frac{v_{\rm rms}\tau}{2e^2\tau\Phi}=\frac{v_{\rm rms}}{2e^2\Phi}\approx1.52\times10^{-15}\ \Omega\,{\rm m}^2
$$

the lifetime cancels, leaving a property of the band at $\mu$. Its value depends slightly on how $\ell$ is defined: the mean speed in place of $v_{\rm rms}$ gives $1.49\times10^{-15}$, and a constant mean free path in place of a constant $\tau$ gives $1.55\times10^{-15}\ \Omega\,{\rm m}^2$. It sets the scale of boundary scattering in narrow conductors. If rough boundaries a distance $d$ apart add a scattering rate of order $v_{\rm rms}/d$, then $\rho$ grows by an amount of order $\rho\ell/d$. The prefactor depends on the boundaries, the band and the ratio $\ell/d$, and scattering at grain boundaries is not included.

## 8. When the bare bubble is not enough

### Correlated disorder

Let neighbouring site energies have covariance $cu^2$. In model units the disorder spectrum is $U(\mathbf q)=u^2(1+2c\sum_i\cos q_i)$, which is non-negative for $|c|\le1/6$. On the energy shell, Eq. (7) gives $\langle\cos k_i'\,\delta(\mu-\varepsilon')\rangle=-\mu N/6$, while $\sum_i\cos k_i=-\mu/2$. Sine terms average to zero, so

$$
\Gamma=\pi u^2\Big[N+2c\Big(-\frac\mu2\Big)\Big(-\frac{\mu N}{6}\Big)\Big]
=\pi u^2N\Big(1+\frac{c\mu^2}{6}\Big).
$$

In the first rung, the one term of $U(\mathbf k-\mathbf k')$ that survives multiplication by $v_x(\mathbf k')$ is $2cu^2\sin k_x\sin k_x'$. With $|\mathcal G|^2\to(\pi/\Gamma)\delta(\mu-\varepsilon)$,

$$
\langle U|\mathcal G|^2v_x\rangle_{\mathbf k'}=\frac{cu^2}{2}v_x(\mathbf k)\,\langle v_x^2|\mathcal G|^2\rangle
=\lambda v_x(\mathbf k),\qquad
\lambda=\frac{c\,\Phi}{2N(1+c\mu^2/6)} .
$$

Successive rungs form a geometric series, so the leading conductivity contains $\tau/(1-\lambda)$ in place of $\tau$. In the Boltzmann equation the scattering-in term is $\lambda g/\tau$, which gives the same time. For $c=0.1$, $\lambda=0.107$ and the current persists 1.12 times as long as the momentum state. Positive correlation favours small momentum transfers, which disturb the current less.

A direct convolution at $\Gamma=0.1$ hopping gave $\lambda=0.103$, about 3% lower. The reason is that $\langle v_x^2|\mathcal G|^2\rangle$ is the retarded–advanced average of Section 5, with the same 3.0% deficit.

### Several bands

For two bands separated by $D\gg\Gamma$ at the same $\mathbf k$, an interband term contains one spectral peak of area $\pi$ and one tail of size $\Gamma/D^2$. It is of order $\Gamma$, against $1/\Gamma$ for the intraband term. If the interband and intraband velocities are comparable, its relative size is of order $\Gamma^2/D^2$. In a nearly flat band the intraband velocity is small, and the interband term can matter much more. Near a band crossing this estimate fails. Equation (4) also treats the velocity and the Green functions as numbers. With several orbitals or spin-orbit coupling they are matrices, and the ladder vertex need not vanish, even when the self-energy is independent of $\mathbf k$.

### Interference

Crossed diagrams are absent from both bubble and ladder. Among them are those for interference between a closed path and its time reverse. Consider first closed paths much longer than $\ell$, on which the electron diffuses with diffusion constant $D_{\rm e}\sim v\ell$. Their relative weight in three dimensions is roughly the chance of returning within a wavelength $\lambda_F$ after a time longer than $\tau$:

$$
\int_\tau^\infty\frac{\lambda_F^2\,v\,dt}{(D_{\rm e}t)^{3/2}}\sim\left(\frac{\lambda_F}{\ell}\right)^2 .
$$

This is small for weak disorder. The estimate does not cover short closed paths with only a few scatterers, so it does not give the order of the whole crossed-diagram correction. In one and two dimensions the integrand falls as $t^{-1/2}$ and $t^{-1}$, and the integral grows without limit as the phase-coherence time increases. The bubble is then not sufficient for a large coherent sample.

### A comparison with actual disorder

Equation (2) was also evaluated on disordered lattices of 512 sites with $W=2t$ and an added broadening $\eta=0.1t$, averaged over 48 samples with varied boundary phases. This average includes the vertex and crossed diagrams. In units of $e^2/(\hbar a)$ per spin it gave $0.657\pm0.003$. The bubble, with its self-energy computed self-consistently at the same $\eta$, gave 0.644; with the added broadening $\eta$ alone, and no disorder, the value would be 1.55.

The sample average is 2% above the bubble, within the 5% tolerance of the test but about five standard errors away. The difference is therefore unlikely to be sampling noise alone, but finite size is enough to produce it. The value 0.644 belongs to the large-volume limit. The same self-consistent bubble, summed over the momenta of the 512-site lattices with the same boundary phases, is 0.660, and the ladder term, nonzero on such lattices, adds 0.004; for 1000 sites the bubble is 0.643. The comparison supports the bubble to within a few per cent and does not resolve higher-order self-energy terms or crossed diagrams. The numerical output below lists the sample average and the large-volume bubble.

## Calculated quantities

```
MODEL (hopping = lattice constant = hbar = e = 1 unless a unit is given)
hopping = 1.0 eV; lattice constant = 0.3 nm
Fermi energy mu = 1.0 eV; disorder width = 1.5 eV
filling per site and spin = 0.6428
density of states N(mu) = 0.1432 per hopping, site and spin
transport function Phi(mu) = 0.31032 model units
second derivative of Phi = -0.0480 model units
BUBBLE AGAINST BOLTZMANN
Gamma = 0.2 hopping: bubble/Boltzmann - 1 = -2.853e-03
  same with the retarded-advanced part only = -5.873e-02
Gamma = 0.1 hopping: bubble/Boltzmann - 1 = -7.436e-04
  same with the retarded-advanced part only = -3.009e-02
coefficient of Gamma^2: k-sum -0.0774, formula -0.0774
WORKED EXAMPLE
site-energy variance = 0.1875 eV^2
Gamma, Born = 84.33 meV
Gamma, self-consistent Born = 82.62 meV
relaxation time = 3.903 fs
conductivity, Boltzmann = 2.98575e+06 S/m
conductivity, Kubo bubble = 2.98416e+06 S/m
resistivity, Boltzmann = 33.492 microohm cm
resistivity, Kubo bubble = 33.510 microohm cm
bubble/Boltzmann - 1 = -5.323e-04
Gamma^2 formula for this difference = -5.506e-04
rms Fermi speed = 1.1623e+06 m/s
mean free path (rms speed times tau) = 4.536 nm
resistivity times mean free path = 1.5192e-15 ohm m^2
VERTEX CORRECTION
uncorrelated, band without inversion: normalized vertex = -2.2e-07
  normalized third velocity moment of that band = -0.1030
neighbour correlation c = 0.1; Gamma = 0.1 hopping
  lambda: convolution 0.1034, formula 0.1066
  transport time / lifetime, from formula = 1.1193
DISORDERED LATTICES (conductivity per spin in e^2/(hbar a))
sites = 512; samples = 48; width = 2.0 hopping
added broadening eta = 0.1; total Gamma = 0.2411 hopping
sample average = 0.6573 +/- 0.0027
bubble = 0.6439; without disorder = 1.5505
sample average / bubble = 1.0208
```
